# Internal conical refraction of transverse sound along [111] in cubic crystals: test program

```python
"""Internal conical refraction of transverse sound along [111], cubic crystal.

Result under test: a linearly polarized transverse plane wave with normal
exactly along [111] sends its energy along a cone of half-angle Psi,
    tan Psi = |K| / (sqrt(2) (C11 - C12 + C44)),  K = C11 - C12 - 2 C44,
and near [111] the transverse eigenvalues rho v^2 split linearly:
    rho v^2 = (C11 - C12 + C44)/3 +- (sqrt(2)|K|/3) theta.
C11, C12, C44: stiffnesses in GPa; rho: density; v: phase velocity;
theta: tilt of the wave normal from [111]; phi: azimuth of the tilt;
psi: azimuth of the polarization. Azimuths are measured from e1 towards e2.
The numerical side uses the full stiffness tensor built from its Voigt matrix.
"""
import itertools
import numpy as np

axis = np.array([1.0, 1.0, 1.0]) / np.sqrt(3)
e1 = np.array([1.0, 1.0, -2.0]) / np.sqrt(6)
e2 = np.array([-1.0, 1.0, 0.0]) / np.sqrt(2)


def stiffness_tensor(C11, C12, C44):
    voigt = np.zeros((6, 6))
    voigt[:3, :3] = C12
    for i in range(3):
        voigt[i, i] = C11
        voigt[i + 3, i + 3] = C44
    index = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
    c = np.zeros((3, 3, 3, 3))
    for i, j, k, l in itertools.product(range(3), repeat=4):
        c[i, j, k, l] = voigt[index[i, j], index[k, l]]
    return c


def christoffel(c, k):
    return np.einsum('ijkl,...j,...l->...ik', c, k, k, optimize=True)


def normal(theta, phi):
    side = np.cos(phi) * e1 + np.sin(phi) * e2
    return np.cos(theta) * axis + np.sin(theta) * side


def flux_over_phase(c, n, pol):
    """Energy velocity divided by phase velocity, from stress times velocity."""
    flux = np.einsum('ijkl,i,k,l->j', c, pol.conj(), pol, n).real
    rho_v2 = (pol.conj() @ christoffel(c, n) @ pol).real
    return flux / rho_v2


def angle_from_axis(vector):
    return np.arctan2(np.linalg.norm(np.cross(axis, vector)), axis @ vector)


def signed_tangent(C11, C12, C44):
    return (C11 - C12 - 2 * C44) / (np.sqrt(2) * (C11 - C12 + C44))


def check_crystal(C11, C12, C44):
    c = stiffness_tensor(C11, C12, C44)
    K = C11 - C12 - 2 * C44
    rho_v2 = (C11 - C12 + C44) / 3
    tau = signed_tangent(C11, C12, C44)
    levels = np.linalg.eigvalsh(christoffel(c, axis))
    assert np.allclose(levels, [rho_v2, rho_v2, rho_v2 + C12 + C44], rtol=1e-12)
    anis = 2 * C44 / (C11 - C12)
    assert np.isclose(abs(tau), np.sqrt(2) * abs(1 - anis) / (2 + anis))
    # energy flux of plane waves with normal exactly along [111]
    for psi in np.linspace(0, np.pi, 13):
        pol = np.cos(psi) * e1 + np.sin(psi) * e2
        expected = axis + tau * (-np.cos(2 * psi) * e1 + np.sin(2 * psi) * e2)
        assert np.allclose(flux_over_phase(c, axis, pol), expected, atol=1e-12)
    circular = (e1 + 1j * e2) / np.sqrt(2)
    assert np.allclose(flux_over_phase(c, axis, circular), axis, atol=1e-12)
    if K == 0:
        return
    # the linear splitting law must fail only at second order in theta
    azimuths = np.linspace(0, 2 * np.pi, 24, endpoint=False)
    errors = []
    for theta in (0.002, 0.001):
        linear = rho_v2 + np.array([-1, 1]) * np.sqrt(2) * abs(K) / 3 * theta
        errors.append(max(np.abs(np.linalg.eigvalsh(
            christoffel(c, normal(theta, phi)))[:2] - linear).max()
            for phi in azimuths))
    assert 3.8 < errors[0] / errors[1] < 4.2
    # both sheets close to the axis: flux direction and polarization
    for phi in azimuths:
        n = normal(1e-5, phi)
        vec = np.linalg.eigh(christoffel(c, n))[1]
        for sheet, sign in ((0, -1), (1, 1)):
            ray = flux_over_phase(c, n, vec[:, sheet])
            target = axis + sign * abs(tau) * (np.cos(phi) * e1 + np.sin(phi) * e2)
            assert np.allclose(ray, target, atol=2e-4)
        fast = vec[:, 1]
        double = 2 * np.arctan2(fast @ e2, fast @ e1)
        rule = np.pi - phi if K > 0 else -phi
        assert abs(np.exp(1j * double) - np.exp(1j * rule)) < 1e-3
    # energy flux equals the gradient of the frequency, away from the axis
    n, step = normal(0.05, 0.7), 1e-5
    vec = np.linalg.eigh(christoffel(c, n))[1]
    for sheet in (0, 1):
        def freq(k):
            return np.sqrt(np.linalg.eigvalsh(christoffel(c, k))[sheet])
        grad = np.array([(freq(n + step * d) - freq(n - step * d)) / (2 * step)
                         for d in np.eye(3)])
        assert np.allclose(grad / freq(n), flux_over_phase(c, n, vec[:, sheet]),
                           atol=1e-6)


def loop_sign(c, theta):
    """Sign gained by the fast polarization carried once around [111]."""
    vecs = [np.linalg.eigh(christoffel(c, normal(theta, phi)))[1][:, 1]
            for phi in np.linspace(0, 2 * np.pi, 60, endpoint=False)]
    return int(np.sign(np.prod([vecs[i] @ vecs[(i + 1) % 60] for i in range(60)])))


def beam(c, rho_v2, tangent, polarizations, radius=15.0, kz=1000.0):
    """Gaussian beam exp(-r^2/2), width as length unit, v0 = 1.

    It travels until the predicted ring radius equals `radius`.
    Returns centroid (e1, e2), mean radius, and share of intensity in the ring,
    lengths in units of the predicted radius.
    """
    size, box = 128, 60.0
    q = 2 * np.pi * np.fft.fftfreq(size, d=box / size)
    qx, qy = np.meshgrid(q, q, indexing='ij')
    k = kz * axis + qx[..., None] * e1 + qy[..., None] * e2
    lam, vec = np.linalg.eigh(christoffel(c, k) / rho_v2)
    time = radius / tangent
    phase = np.exp(-1j * (np.sqrt(lam[..., :2]) - kz) * time)
    x = np.fft.fftfreq(size) * box
    X, Y = np.meshgrid(x, x, indexing='ij')
    R = np.hypot(X, Y)
    results = []
    for pol in polarizations:
        weights = np.einsum('xyim,i->xym', vec[..., :2], pol) * phase
        field = np.einsum('xyim,xym->xyi', vec[..., :2], weights)
        field = field * np.exp(-(qx**2 + qy**2) / 2)[..., None]
        density = (np.abs(np.fft.ifft2(field, axes=(0, 1)))**2).sum(axis=-1)
        density /= density.sum()
        ring = (R > 0.7 * radius) & (R < 1.3 * radius)
        results.append(((density * X).sum() / radius, (density * Y).sum() / radius,
                        (density * R).sum() / radius, density[ring].sum()))
    return results


# Extra crystals: K > 0, and the elastically isotropic case K = 0.
check_crystal(100.0, 20.0, 20.0)
check_crystal(100.0, 40.0, 30.0)

# Rough two-figure inputs in GPa, with half a unit of the last figure kept.
crystals = {
    'Si': ((170.0, 64.0, 80.0), (5.0, 0.5, 0.5)),
    'Ni': ((250.0, 150.0, 120.0), (5.0, 5.0, 5.0)),
}
for name, (constants, rounding) in crystals.items():
    check_crystal(*constants)
    C11, C12, C44 = constants
    c = stiffness_tensor(*constants)
    K = C11 - C12 - 2 * C44
    rho_v2 = (C11 - C12 + C44) / 3
    tau = signed_tangent(*constants)
    tangent = abs(tau)
    psi_cone = np.degrees(np.arctan(tangent))
    corners = [np.degrees(np.arctan(abs(signed_tangent(
        *(np.array(constants) + np.array(s) * np.array(rounding))))))
        for s in itertools.product((-1, 1), repeat=3)]

    tilt = np.radians(1.0)
    splits, rays = [], []
    for phi in np.linspace(0, 2 * np.pi, 72, endpoint=False):
        n = normal(tilt, phi)
        lam, vec = np.linalg.eigh(christoffel(c, n))
        splits.append((np.sqrt(lam[1]) - np.sqrt(lam[0])) / np.sqrt(rho_v2))
        rays.append([np.degrees(angle_from_axis(flux_over_phase(c, n, vec[:, m])))
                     for m in (0, 1)])
    rays = np.array(rays)
    sign = loop_sign(c, tilt)
    assert sign == -1

    linear, circular = beam(c, rho_v2, tangent,
                            [e1, (e1 + 1j * e2) / np.sqrt(2)])
    for result in (linear, circular):
        assert abs(result[2] - 1) < 0.05 and result[3] > 0.9
    assert abs(linear[0] + 0.5 * np.sign(K)) < 0.03 and abs(linear[1]) < 0.03
    assert np.hypot(circular[0], circular[1]) < 0.03

    print(f'{name}: C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa (rough)')
    print(f'{name}: rounding +- {rounding[0]}, {rounding[1]}, {rounding[2]} GPa')
    print(f'{name}: K = {K:.0f} GPa')
    print(f'{name}: anisotropy A = {2 * C44 / (C11 - C12):.3f}')
    print(f'{name}: transverse rho v0^2 = {rho_v2:.2f} GPa')
    print(f'{name}: longitudinal rho v^2 = {rho_v2 + C12 + C44:.2f} GPa')
    print(f'{name}: slope sqrt2|K|/3 = {np.sqrt(2) * abs(K) / 3:.2f} GPa/rad')
    print(f'{name}: tan Psi = {tangent:.4f}')
    print(f'{name}: cone half-angle Psi = {psi_cone:.2f} deg')
    print(f'{name}: full opening 2 Psi = {2 * psi_cone:.2f} deg')
    print(f'{name}: Psi range from rounding = {min(corners):.1f} to '
          f'{max(corners):.1f} deg')
    print(f'{name}: energy speed / phase speed = {np.hypot(1, tangent):.4f}')
    print(f'{name}: 1 deg tilt, (vfast-vslow)/v0 linear = {2 * tangent * tilt:.5f}')
    print(f'{name}: same, full, over azimuth = {min(splits):.5f} to '
          f'{max(splits):.5f}')
    print(f'{name}: 1 deg tilt, slow flux angle = {rays[:, 0].min():.2f} to '
          f'{rays[:, 0].max():.2f} deg')
    print(f'{name}: 1 deg tilt, fast flux angle = {rays[:, 1].min():.2f} to '
          f'{rays[:, 1].max():.2f} deg')
    print(f'{name}: polarization sign after one circuit = {sign}')
    print(f'{name}: beam mean radius / predicted = {circular[2]:.3f}')
    print(f'{name}: beam share within 30% of ring = {circular[3]:.3f}')
    print(f'{name}: centroid / ring radius, pol. e1 = {linear[0]:.3f}')
    print(f'{name}: centroid / ring radius, circular = '
          f'{np.hypot(circular[0], circular[1]):.3f}')

print('tests ok')
```

Printed output:

```
Si: C11, C12, C44 = 170, 64, 80 GPa (rough)
Si: rounding +- 5.0, 0.5, 0.5 GPa
Si: K = -54 GPa
Si: anisotropy A = 1.509
Si: transverse rho v0^2 = 62.00 GPa
Si: longitudinal rho v^2 = 206.00 GPa
Si: slope sqrt2|K|/3 = 25.46 GPa/rad
Si: tan Psi = 0.2053
Si: cone half-angle Psi = 11.60 deg
Si: full opening 2 Psi = 23.20 deg
Si: Psi range from rounding = 10.0 to 13.3 deg
Si: energy speed / phase speed = 1.0209
Si: 1 deg tilt, (vfast-vslow)/v0 linear = 0.00717
Si: same, full, over azimuth = 0.00705 to 0.00727
Si: 1 deg tilt, slow flux angle = 9.82 to 10.53 deg
Si: 1 deg tilt, fast flux angle = 12.65 to 13.32 deg
Si: polarization sign after one circuit = -1
Si: beam mean radius / predicted = 1.006
Si: beam share within 30% of ring = 0.990
Si: centroid / ring radius, pol. e1 = 0.501
Si: centroid / ring radius, circular = 0.000
Ni: C11, C12, C44 = 250, 150, 120 GPa (rough)
Ni: rounding +- 5.0, 5.0, 5.0 GPa
Ni: K = -140 GPa
Ni: anisotropy A = 2.400
Ni: transverse rho v0^2 = 73.33 GPa
Ni: longitudinal rho v^2 = 343.33 GPa
Ni: slope sqrt2|K|/3 = 66.00 GPa/rad
Ni: tan Psi = 0.4500
Ni: cone half-angle Psi = 24.23 deg
Ni: full opening 2 Psi = 48.45 deg
Ni: Psi range from rounding = 20.7 to 27.8 deg
Ni: energy speed / phase speed = 1.0966
Ni: 1 deg tilt, (vfast-vslow)/v0 linear = 0.01571
Ni: same, full, over azimuth = 0.01548 to 0.01592
Ni: 1 deg tilt, slow flux angle = 22.00 to 23.28 deg
Ni: 1 deg tilt, fast flux angle = 25.14 to 26.30 deg
Ni: polarization sign after one circuit = -1
Ni: beam mean radius / predicted = 1.006
Ni: beam share within 30% of ring = 0.990
Ni: centroid / ring radius, pol. e1 = 0.501
Ni: centroid / ring radius, circular = 0.000
tests ok
```
